# Sign reversal of the effective spin polarisation in free-electron tunnelling: verification in Python

```python
"""
Result under test: for two free-electron ferromagnets and a thick rectangular
barrier, conductance is proportional to 1 + P_L P_R cos(theta), where
  P = (ku - kd)/(ku + kd) * (kappa^2 - ku kd)/(kappa^2 + ku kd),
so P reverses sign at kappa^2 = ku kd.
ku, kd: majority and minority Fermi wavevectors (1/nm); kappa: barrier decay
constant (1/nm); theta: angle between magnetisations; d: thickness (nm).
Band depths and barrier heights are in eV, measured from the Fermi level.
mb is the barrier mass divided by the electrode mass (free-electron mass).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
import mpmath as mp

C2 = 2 * sc.m_e * sc.e / sc.hbar**2 * 1e-18      # k^2 per energy, 1/(eV nm^2)
G_QUANTUM = sc.e**2 / sc.h                       # siemens, one spin channel


def wavevector(energy):
    return np.sqrt(C2 * energy)


def polarisation(ku, kd, kappa):
    return (ku - kd) / (ku + kd) * (kappa**2 - ku * kd) / (kappa**2 + ku * kd)


def matching_sum(k, kappa):
    return np.sum(2 * kappa * k / (kappa**2 + k**2))


def spinor_transmission(k_left, k_right, kappa, d, theta):
    """Exact two-spin matching; total transmission times exp(2 kappa d)."""
    e2 = np.exp(-2 * kappa * d)
    one, zero = np.eye(2), np.zeros((2, 2))
    c, s = np.cos(theta / 2), np.sin(theta / 2)
    rot = np.array([[c, -s], [s, c]])
    KL, KR = np.diag(k_left), np.diag(k_right)
    # unknowns: reflected, decaying, growing, transmitted spinors; the last
    # two are measured in units of exp(-kappa d) to keep the system well scaled
    matrix = np.block([
        [one, -one, -e2 * one, zero],
        [-1j * KL, kappa * one, -kappa * e2 * one, zero],
        [zero, one, one, -rot],
        [zero, -kappa * one, kappa * one, -1j * rot @ KR]])
    source = np.vstack([-one, -1j * KL, zero, zero])
    t = np.linalg.solve(matrix, source)[6:8]
    return np.sum(k_right[:, None] * abs(t)**2 / k_left[None, :])


def scalar_transmission(kl, kr, kappa, d, mb=1.0):
    """Exact one-channel transmission times exp(2 kappa d)."""
    e2 = np.exp(-2 * kappa * d)
    ch, sh, slope = (1 + e2) / 2, (1 - e2) / 2, kappa / mb
    psi = ch - 1j * kr / slope * sh
    flux = 1j * kr * ch - slope * sh
    return 4 * kl * kr / abs(kl * psi - 1j * flux)**2


def ode_transmission(e_left, e_right, phi, d, bias=0.0, mb=1.0):
    """Direct integration of the Schroedinger equation, linear voltage drop."""
    kl, kr = wavevector(e_left), wavevector(e_right + bias)

    def rhs(x, y):
        return [mb * y[1], C2 * (phi - bias * x / d) * y[0]]
    sol = solve_ivp(rhs, (d, 0), [1 + 0j, 1j * kr], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, flux = sol.y[:, -1]
    return 4 * kl * kr / abs(kl * psi - 1j * flux)**2


NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)
S_NODES, S_WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def areal_channel(e_left, e_right, phi, d):
    """Integral of T d^2q/(2 pi)^2 in 1/nm^2, times exp(2 kappa(q=0) d)."""
    kappa0 = wavevector(phi)
    top = min(C2 * e_left, C2 * e_right, 40 * kappa0 / d)
    q2 = top * (1 - S_NODES**2)                  # removes edge square roots
    kappa = np.sqrt(kappa0**2 + q2)
    trans = scalar_transmission(np.sqrt(C2 * e_left - q2),
                                np.sqrt(C2 * e_right - q2), kappa, d)
    damping = np.exp(-2 * (kappa - kappa0) * d)
    return np.sum(S_WEIGHTS * 2 * top * S_NODES * trans * damping) / (4 * np.pi)


def areal_pair(left, right, phi, d):
    par = sum(areal_channel(left[i], right[i], phi, d) for i in (0, 1))
    anti = sum(areal_channel(left[i], right[1 - i], phi, d) for i in (0, 1))
    return par, anti


def contrast(pair):
    return (pair[0] - pair[1]) / (pair[0] + pair[1])


def tmr_percent(pair):
    return 100 * (pair[0] / pair[1] - 1)


# ---------------- model inputs: round, rough values ----------------
bands = np.array([4.0, 1.0])
detector = np.array([1.0, 0.3])
thickness, phi0 = 1.5, 1.0
mass_barrier, temperature, bias = 0.4, 300.0, 0.2
eps_r, breakdown = 10.0, 10.0                    # relative; MV/cm
k, k_det = wavevector(bands), wavevector(detector)
kappa0 = wavevector(phi0)
P0 = polarisation(*k, kappa0)
phi_star = np.sqrt(bands.prod())

# ---------------- angular law from full spinor matching ----------------
worst = 0.0
for phi in (1.0, 2.0, 3.0):
    kap = wavevector(phi)
    for other in (k, k_det):
        for d in (0.5, 1.5):
            for theta in (0.0, 0.7, 1.9, np.pi):
                exact = spinor_transmission(k, other, kap, d, theta)
                law = (2 * matching_sum(k, kap) * matching_sum(other, kap)
                       * (1 + polarisation(*k, kap) * polarisation(*other, kap)
                          * np.cos(theta)))
                error = abs(exact / law - 1)
                # neglected multiple passes are of order exp(-2 kappa d)
                assert error < 10 * np.exp(-2 * kap * d) + 1e-11
                if d == thickness:
                    worst = max(worst, error)

# ---------------- sign reversal located without the formula ----------------


def spin_difference(phi):
    kap = wavevector(phi)
    return (spinor_transmission(k, k_det, kap, 3.0, 0.0)
            - spinor_transmission(k, k_det, kap, 3.0, np.pi))


root_normal = brentq(spin_difference, 1.0, 3.0, xtol=1e-12)
assert abs(root_normal - phi_star) < 1e-7
assert spin_difference(1.0) < 0 < spin_difference(3.0)

# ---------------- matching argument: maximum and reciprocal symmetry --------
best = minimize_scalar(lambda x: -scalar_transmission(x, k[0], kappa0, 3.0),
                       bounds=(1.0, 20.0), method="bounded",
                       options={"xatol": 1e-8})
assert abs(best.x / kappa0 - 1) < 1e-4
assert abs(scalar_transmission(k[0], k_det[0], kappa0, 3.0)
           / scalar_transmission(kappa0**2 / k[0], k_det[0], kappa0, 3.0)
           - 1) < 1e-10

# ---------------- scalar transmission against direct integration ------------
for mb in (1.0, mass_barrier):
    kap = np.sqrt(mb) * kappa0
    direct = ode_transmission(bands[0], bands[1], phi0, thickness, mb=mb)
    matched = (scalar_transmission(k[0], k[1], kap, thickness, mb)
               * np.exp(-2 * kap * thickness))
    assert abs(direct / matched - 1) < 1e-6

# ---------------- parallel-wavevector integral and its correction -----------


def thick_parallel(d):
    return (kappa0 / (4 * np.pi * d) * 2 * matching_sum(k, kappa0)**2
            * (1 + P0**2))


def delta_P(d):
    return (1 - P0**2) * (1 / k[1]**2 - 1 / k[0]**2) * kappa0 / (4 * d)


err30, err60 = [areal_pair(bands, bands, phi0, d)[0] / thick_parallel(d) - 1
                for d in (30.0, 60.0)]
assert abs(err60) < 0.02 and abs(err30 / err60 - 2) < 0.1
shift60 = contrast(areal_pair(bands, bands, phi0, 60.0)) - P0**2
assert abs(shift60 / (2 * P0 * delta_P(60.0)) - 1) < 0.05


def reversal_height(d):
    return brentq(lambda p: contrast(areal_pair(bands, detector, p, d)),
                  1.0, 3.0, xtol=1e-10)


root_thin, root_mid, root_thick = [reversal_height(d)
                                   for d in (thickness, 6.0, 60.0)]
assert root_thin < root_mid < root_thick < phi_star
assert phi_star - root_thick < 0.03

# ---------------- reversal with a different barrier mass --------------------


def mass_difference(phi):
    kap = np.sqrt(mass_barrier) * wavevector(phi)
    t = [[scalar_transmission(a, b, kap, 6.0, mass_barrier) for b in k_det]
         for a in k]
    return t[0][0] + t[1][1] - t[0][1] - t[1][0]


root_mass = brentq(mass_difference, 0.4, 2.0, xtol=1e-12)
assert abs(root_mass - mass_barrier * phi_star) < 1e-5
P_mass = polarisation(*k, np.sqrt(mass_barrier) * kappa0 / mass_barrier)

# ---------------- example: zero temperature and room temperature ------------
pair_cold = np.array(areal_pair(bands, bands, phi0, thickness))
pair_cold *= np.exp(-2 * kappa0 * thickness)
kT = sc.k * temperature / sc.e
x_nodes, x_weights = np.polynomial.legendre.leggauss(80)
pair_warm = np.zeros(2)
for x, w in zip(20 * x_nodes, 20 * x_weights):
    energy = kT * x
    height = phi0 - energy
    channel = np.array(areal_pair(bands + energy, bands + energy,
                                  height, thickness))
    pair_warm += (w / (4 * np.cosh(x / 2)**2) * channel
                  * np.exp(-2 * wavevector(height) * thickness))

# ---------------- example: bias at normal incidence, image lowering ---------


def biased_contrast(voltage):
    t = [[ode_transmission(a, b, phi0, thickness, voltage) for b in bands]
         for a in bands]
    return contrast((t[0][0] + t[1][1], t[0][1] + t[1][0]))


contrast_zero, contrast_bias = biased_contrast(0.0), biased_contrast(bias)
assert abs(contrast_zero - P0**2) < 1e-5
field = bias / thickness * 10                    # V/nm to MV/cm
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9   # eV nm
image_sum = float(mp.nsum(lambda n: (-1)**int(n) / n, [1, mp.inf]))
image_shift = coulomb * image_sum / (eps_r * thickness)
P_image = polarisation(*k, wavevector(phi0 + image_shift))

thick_pair = thick_parallel(thickness) * np.exp(-2 * kappa0 * thickness)
ra_thick = 1e-6 / (G_QUANTUM * thick_pair)       # ohm nm^2 to ohm um^2
ra_cold = 1e-6 / (G_QUANTUM * pair_cold)
hartree = sc.physical_constants["Hartree energy in eV"][0]

print(f"Band depths, majority/minority: {bands[0]:.1f} / {bands[1]:.1f} eV")
print(f"Second electrode depths: {detector[0]:.1f} / {detector[1]:.1f} eV")
print(f"Barrier thickness: {thickness:.1f} nm")
print(f"k majority, k minority: {k[0]:.3f}, {k[1]:.3f} 1/nm")
print(f"Product of wavevectors: {k.prod():.2f} 1/nm^2")
print(f"Reversal height, formula: {phi_star:.4f} eV")
print(f"Reversal height, formula: {phi_star / hartree:.5f} hartree")
print(f"Reversal height, spinor matching: {root_normal:.6f} eV")
print("Thick limit, normal incidence:")
for phi in (1.0, 2.0, 3.0):
    kap = wavevector(phi)
    p, pd = polarisation(*k, kap), polarisation(*k_det, kap)
    g = 2 * kap * k / (kap**2 + k**2)
    print(f" height {phi:.1f} eV: kappa {kap:.3f} 1/nm, kappa^2 {kap**2:.2f}")
    print(f"  g majority, g minority: {g[0]:.4f}, {g[1]:.4f}")
    print(f"  P {p + 0.0:.4f}, second electrode P {pd:.4f}")
    print(f"  P product, unlike electrodes: {p * pd:.5f}")
    print(f"  TMR, like electrodes: {200 * p**2 / (1 - p**2):.3f} %")
print(f"Largest relative error of angular law at 1.5 nm: {worst:.1e}")
print(f"Following lines: barrier height {phi0:.1f} eV")
print(f"kappa d: {kappa0 * thickness:.3f}")
print(f"exp(-2 kappa d): {np.exp(-2 * kappa0 * thickness):.3e}")
print(f"RA parallel, thick formula: {ra_thick:.3e} ohm um^2")
print(f"RA parallel, full q integral: {ra_cold[0]:.3e} ohm um^2")
print(f"RA antiparallel, full q integral: {ra_cold[1]:.3e} ohm um^2")
print(f"First thickness correction to P: {delta_P(thickness):+.4f}")
print(f"P with first correction: {P0 + delta_P(thickness):.4f}")
print(f"P squared, thick limit: {P0**2:.5f}")
print(f"Spin contrast, full q integral: {contrast(pair_cold):.5f}")
print(f"TMR, full q integral: {tmr_percent(pair_cold):.3f} %")
print(f"Reversal height, all q, 1.5 nm: {root_thin:.3f} eV")
print(f"Reversal height, all q, 6 nm: {root_mid:.3f} eV")
print(f"Reversal height, all q, 60 nm: {root_thick:.3f} eV")
print(f"Barrier mass tried: {mass_barrier:.1f} electron masses")
print(f"P with that mass: {P_mass:+.4f}")
print(f"Reversal height with that mass: {root_mass:.4f} eV")
print(f"Temperature {temperature:.0f} K, kT: {1000 * kT:.2f} meV")
print(f"Parallel conductance, warm/cold: {pair_warm[0] / pair_cold[0]:.4f}")
print(f"TMR at that temperature: {tmr_percent(pair_warm):.3f} %")
print(f"Bias {bias:.1f} V, field: {field:.2f} MV/cm")
print(f"Field / rough breakdown ({breakdown:.0f} MV/cm): {field/breakdown:.3f}")
print(f"Normal-incidence contrast, no bias: {contrast_zero:.5f}")
print(f"Normal-incidence contrast, biased: {contrast_bias:.5f}")
print(f"Relative permittivity, rough: {eps_r:.0f}")
print(f"Image shift at mid-barrier: {image_shift:.4f} eV")
print(f"P if whole barrier shifts so: {P_image:.4f}")
print("PASS")
```

It prints:

```
Band depths, majority/minority: 4.0 / 1.0 eV
Second electrode depths: 1.0 / 0.3 eV
Barrier thickness: 1.5 nm
k majority, k minority: 10.246, 5.123 1/nm
Product of wavevectors: 52.49 1/nm^2
Reversal height, formula: 2.0000 eV
Reversal height, formula: 0.07350 hartree
Reversal height, spinor matching: 2.000000 eV
Thick limit, normal incidence:
 height 1.0 eV: kappa 5.123 1/nm, kappa^2 26.25
  g majority, g minority: 0.8000, 1.0000
  P -0.1111, second electrode P 0.0854
  P product, unlike electrodes: -0.00949
  TMR, like electrodes: 2.500 %
 height 2.0 eV: kappa 7.245 1/nm, kappa^2 52.49
  g majority, g minority: 0.9428, 0.9428
  P -0.0000, second electrode P 0.1666
  P product, unlike electrodes: -0.00000
  TMR, like electrodes: 0.000 %
 height 3.0 eV: kappa 8.874 1/nm, kappa^2 78.74
  g majority, g minority: 0.9897, 0.8660
  P 0.0667, second electrode P 0.2020
  P product, unlike electrodes: 0.01347
  TMR, like electrodes: 0.893 %
Largest relative error of angular law at 1.5 nm: 4.2e-07
Following lines: barrier height 1.0 eV
kappa d: 7.685
exp(-2 kappa d): 2.114e-07
RA parallel, thick formula: 6.848e+04 ohm um^2
RA parallel, full q integral: 6.359e+04 ohm um^2
RA antiparallel, full q integral: 6.472e+04 ohm um^2
First thickness correction to P: +0.0241
P with first correction: -0.0870
P squared, thick limit: 0.01235
Spin contrast, full q integral: 0.00882
TMR, full q integral: 1.780 %
Reversal height, all q, 1.5 nm: 1.407 eV
Reversal height, all q, 6 nm: 1.876 eV
Reversal height, all q, 60 nm: 1.989 eV
Barrier mass tried: 0.4 electron masses
P with that mass: +0.0370
Reversal height with that mass: 0.8000 eV
Temperature 300 K, kT: 25.85 meV
Parallel conductance, warm/cold: 1.0609
TMR at that temperature: 1.891 %
Bias 0.2 V, field: 1.33 MV/cm
Field / rough breakdown (10 MV/cm): 0.133
Normal-incidence contrast, no bias: 0.01235
Normal-incidence contrast, biased: 0.01604
Relative permittivity, rough: 10
Image shift at mid-barrier: -0.0665 eV
P if whole barrier shifts so: -0.1212
PASS
```
